# One-third-voltage biasing squares the Merz-law disturb ratio in ferroelectric crosspoint arrays

In a crosspoint array without selector devices, each write also puts a voltage on cells that should keep their state. Suppose that a cell survives about 400 write-length pulses at half the write voltage, and that this is too few. Would one third of the voltage help? For a single cell that follows the Merz switching law, with equal criteria for write and disturb, it gives a further factor of 400. The gain in array lifetime is smaller, because one-third biasing disturbs many more cells per write. Both the single-cell law and the count of pulses are needed.

## 1. One cell and one long disturb pulse

Let a constant voltage $v$ switch a cell to a chosen fraction of its area in the time

$$
t(v)=t_0\,e^{V_a/|v|}. \tag{1}
$$

This is the Merz law. The prefactor $t_0$ and the activation voltage $V_a$ are taken to be the same at every voltage used and for both polarities. For a uniform film of thickness $d$, the field is $E=|v|/d$ and the activation field is $E_a=V_a/d$, so $V_a/|v|=E_a/E$.

A write at voltage $V$ takes $t_w=t(V)$. At the reduced voltage $V/k$ the exponent is $V_a/(V/k)=kV_a/V$, so the disturb time is $t_0e^{kV_a/V}$. Define the disturb-to-write time ratio

$$
R_k=\frac{t(V/k)}{t(V)}
=\frac{t_0e^{kV_a/V}}{t_0e^{V_a/V}}
=e^{(k-1)V_a/V}. \tag{2}
$$

The prefactor cancels. For half and one-third voltage,

$$
R_2=e^{V_a/V},\qquad R_3=e^{2V_a/V}=\left(e^{V_a/V}\right)^2=R_2^2. \tag{3}
$$

This is the square law for one cell. The logarithm of the switching time is linear in $1/|v|$, and the voltages $V$, $V/2$, $V/3$ have equally spaced reciprocals. The times $t_0,\ t(V),\ t(V/2),\ t(V/3)$ therefore form a geometric progression with common ratio $R_2$. Its first step gives

$$
R_2=\frac{t_w}{t_0},\qquad R_3=\left(\frac{t_w}{t_0}\right)^2. \tag{4}
$$

At fixed $t_0$, selectivity is paid for with write time.

**Limits.** For $k=1$ the disturb is a write, and (2) gives $R_1=1$. For $V\gg V_a$ both ratios in (3) tend to 1: within the Merz law, a strongly overdriven cell switches in about $t_0$ at all three voltages, and lowering the disturb voltage gains little.

**Numbers.** Take a 10 nm film, $V=3$ V, $E_a=18$ MV/cm and $t_0=0.2$ ns. Since 1 V/nm is 10 MV/cm, the write field is 3 MV/cm and $E_a/E=18/3=6$. Then

$$
t_w=0.2\ \text{ns}\times e^{6}=0.2\ \text{ns}\times403.43=80.7\ \text{ns}.
$$

At 1.5 MV/cm the exponent is 12 and the time is 32.6 µs. At 1 MV/cm it is 18 and the time is 13.1 ms. The ratios are $R_2=403$ and $R_3=403.43^2=1.63\times10^5$.

## 2. Where one third comes from

Equation (2) would favour $V/4$ or less, but the lines of an array do not allow it. Put the selected row at $V$, the selected column at 0, all other rows at $a$ and all other columns at $b$. With cell voltage defined as row minus column, the unselected cells see

- $V-b$ on the selected row,
- $a$ on the selected column,
- $a-b$ everywhere else.

These voltages are not independent:

$$
(V-b)+a+(b-a)=V. \tag{5}
$$

Let $s$ be the largest of the three magnitudes. The triangle inequality applied to (5) gives

$$
V\le |V-b|+|a|+|b-a|\le 3s,
\qquad\text{so}\qquad s\ge \frac V3. \tag{6}
$$

Equality requires each term in (5) to equal $V/3$. The first then gives $b=2V/3$ and the second $a=V/3$; the third, $b-a=V/3$, is satisfied. One-third biasing is thus the unique choice that minimizes the largest disturb voltage when all other rows share one potential and all other columns share another.

Half-voltage biasing has $a=b=V/2$. For a 3 V write the two schemes give

| Cells | Half | One third |
|---|---:|---:|
| selected row | 1.5 V | 1 V |
| selected column | 1.5 V | 1 V |
| all others | 0 | −1 V |

The lower peak voltage has a cost: the cells in the last row of the table, which half biasing leaves at rest, now see a voltage too. To write the opposite state, all potentials are reversed.

**Limit.** Take the symmetric family $b=V-a$ with $0\le a\le V/2$. Cells on the selected lines see $a$, and the others see $a-b=2a-V$, of magnitude $V-2a$. At $a=V/2$ the others are at rest. Lowering $a$ relieves the selected lines and loads the others, until the magnitudes meet at $a=V-2a$, or $a=V/3$. At $a=0$ the others carry the full voltage.

## 3. Many short pulses

A victim cell does not receive one long pulse but many pulses of width $t_w$. They act like one long pulse if the switched fraction $f$ obeys

$$
\frac{df}{dt}=\frac{G(f)}{t(v)}, \tag{7}
$$

with a positive growth law $G$ that does not depend on voltage, and if $f$ stays unchanged between pulses. Only pulses that push the victim towards its opposite state are counted, and no healing is credited to the others. Here $t(v)$ is a characteristic time; the time to reach a given $f$ differs from it by a constant factor, which can be absorbed into $t_0$.

Divide (7) by $G(f)$ and integrate from $f=0$ over pulses of duration $t_i$ and voltage $v_i$:

$$
I(f)\equiv\int_0^{f}\frac{df'}{G(f')}=\sum_i\frac{t_i}{t(v_i)}. \tag{8}
$$

The contributions add, whatever the form of $G$, provided that the integral is finite. Let a write end at the fraction $f_w$, and let a cell count as disturbed at $f_d$. One write pulse obeys $t_w/t(V)=I(f_w)$, so $t_w=I(f_w)\,t(V)$. A number $N_k$ of such pulses at $V/k$ reaches the disturb criterion when

$$
N_k\frac{t_w}{t(V/k)}=I(f_d).
$$

Solving for $N_k$ and inserting $t_w$,

$$
N_k=\frac{I(f_d)}{I(f_w)}\,\frac{t(V/k)}{t(V)}=c\,R_k,
\qquad c=\frac{I(f_d)}{I(f_w)}. \tag{9}
$$

An actual count is this number rounded up to an integer.

**Limit of equal criteria.** If $f_d=f_w$, then $c=1$ and $N_3=N_2^2$ before rounding. As a test, take $G(f)=(f+0.1)(1-f)$, in which switched regions promote further switching, and set both criteria at one half. Numerical integration pulse by pulse reaches the criterion on pulse 404 at half voltage and on pulse 162,755 at one-third voltage, in agreement with $R_2$ and $R_2^2$.

**Unequal criteria.** A memory needs a nearly complete write and tolerates only a small disturb. Then $f_d<f_w$ and $c<1$. From (9), $N_2=cR_2$ and

$$
N_3=cR_2^2=\frac{(cR_2)^2}{c}=\frac{N_2^2}{c}. \tag{10}
$$

The exact square is lost, and $N_3$ exceeds $N_2^2$. The gain $N_3/N_2=R_2$ is unaffected.

For the growth law above, partial fractions give

$$
\frac1{(f+0.1)(1-f)}=\frac1{1.1}\left[\frac1{f+0.1}+\frac1{1-f}\right],
\qquad
I(f)=\frac1{1.1}\ln\frac{f+0.1}{0.1(1-f)}.
$$

With writing to 90% and disturb at 10%,

$$
c=\frac{\ln(0.2/0.09)}{\ln(1/0.01)}=0.173.
$$

Equation (9) then predicts $0.1734\times403.43\approx70$ pulses at half voltage and about $2.82\times10^4$ at one third. The integration gives 70 and 28,221.

## 4. What recovery does

The assumption that $f$ is kept between pulses matters. Let each gap remove a fraction $10^{-4}$ of the switched part, with both criteria again at one half. At half voltage the count rises only from 404 to 410. At one-third voltage $f$ has reached only 0.0158 after 325,509 pulses, twice the number that would otherwise disturb the cell.

The stall follows from a balance. One pulse at one-third voltage adds approximately $hG(f)$, where

$$
h=\frac{t_w}{t(V/3)}=\frac{I(0.5)}{R_3}
=\frac{(\ln 12)/1.1}{1.6275\times10^5}=1.39\times10^{-5}.
$$

Growth and loss cancel when

$$
1.39\times10^{-5}(f+0.1)(1-f)=10^{-4}f,
$$

which is solved by $f\approx0.016$. In this model, slow disturb stops there.

**Limit.** When the loss per gap tends to zero, the balance point disappears from the range below one half and the cumulative count returns. The square law is therefore a statement about disturb without recovery. Recovery can make one-third biasing better than the square, but that benefit depends on the waiting time between pulses and cannot be inferred from (1).

## 5. How special is the Merz exponent?

Replace (1) by

$$
t(v)=t_0\exp\left[\left(\frac{V_a}{|v|}\right)^{\mu}\right],\qquad \mu>0. \tag{11}
$$

At $V/k$ the exponent is $k^\mu(V_a/V)^\mu$. Subtracting the write exponent gives

$$
\ln R_k=(k^\mu-1)\left(\frac{V_a}{V}\right)^\mu,
\qquad
\frac{\ln R_3}{\ln R_2}=\frac{3^\mu-1}{2^\mu-1}. \tag{12}
$$

For $\mu=1$ this is $2/1=2$, the square law. For $\mu>1$ the function $k^\mu$ is strictly convex in $k$, so its value at the midpoint $k=2$ lies below the mean of its values at 1 and 3:

$$
2^\mu<\frac{1+3^\mu}{2}
\quad\Longrightarrow\quad
3^\mu-1>2(2^\mu-1).
$$

The quotient in (12) then exceeds 2. For $0<\mu<1$ the function is concave, the inequality reverses, and the quotient is below 2. Within the family (11), the square belongs to $\mu=1$ alone.

**Limit.** For $\mu\to0$, $k^\mu-1\to\mu\ln k$, and the quotient tends to $\ln3/\ln2\approx1.58$. A power law $t\propto|v|^{-p}$ gives the same value, since then $R_k=k^p$.

**A steeper law.** Take $\mu=2$ and keep $t_0$ and the write time fixed, so that $(V_a/V)^2=6$. Then $\ln R_2=3\times6=18$ and $\ln R_3=8\times6=48$, in place of 6 and 12. One measured write time thus leaves the disturb times open by many powers of ten. A measurement at half voltage narrows the choice, but predicting the one-third value still relies on the assumed law. The number $e^{48}$ shows how sensitive this extrapolation is; it is not a credible device lifetime.

## 6. From one cell to the array

Consider an $n\times n$ array in which a victim keeps its state while every other cell is written once. Call this a sweep, and choose the data to do the most harm.

Under half biasing, the victim sees a voltage when the target shares its row or its column. There are $n-1$ such targets in each, so it receives $2(n-1)$ pulses. Under one-third biasing every target disturbs it, which makes $n^2-1$ pulses. All of them can be harmful: targets on the victim's lines are written with one polarity and the rest with the other, because the cells off the selected lines see the reversed sign.

With equal criteria, the numbers of sweeps survived are

$$
S_2=\frac{R_2}{2(n-1)},\qquad S_3=\frac{R_2^2}{n^2-1}. \tag{13}
$$

Using $n^2-1=(n-1)(n+1)$,

$$
\frac{S_3}{S_2}=R_2\,\frac{2(n-1)}{(n-1)(n+1)}=\frac{2R_2}{n+1}. \tag{14}
$$

At fixed write voltage, pulse width and array size, one-third biasing wins this comparison if $R_2>(n+1)/2$.

**Limits.** For $n=2$ two of the three other cells share a line with the victim, so it receives 2 pulses under half biasing and 3 under one-third biasing, and the gain is $2R_2/3$. For $n\to\infty$ at fixed $R_2$ the gain falls below 1: the extra exposures then outweigh the longer life per pulse.

**Numbers.** For $n=64$ there are 126 harmful pulses per sweep under half biasing and 4095 under one-third biasing. Hence

$$
S_2=\frac{403.43}{126}=3.2,\qquad
S_3=\frac{1.6275\times10^5}{4095}=39.7.
$$

The gain is 12.4, far less than the single-cell gain of 403. The break-even value of $R_2$ is 32.5.

This compares two schemes only. One third minimizes the largest disturb voltage, not the damage per sweep. In the family $b=V-a$ of Section 2 the victim receives $2(n-1)$ pulses of size $a$ and $(n-1)^2$ of size $V-2a$, whose contributions add by (8). For $n=64$ the sum is smallest near $a=1.08$ V, which gives about 270 sweeps in place of 39.7.

These sweep counts assume that the victim is never rewritten. If it is rewritten once per sweep in a fixed order, and each rewrite restores it completely, the requirement is $S_k>1$. With equal criteria both schemes meet it. With the 90% and 10% criteria of Section 3, half biasing does not: the cell is disturbed on pulse 70, and a sweep delivers 126. One-third biasing still does: the cell is disturbed on pulse 28,221, against 4095 per sweep.

## 7. Setting the model beside a real film

The parameters are round values chosen with a hafnium-zirconium oxide film in mind, not a fit to a device. For such films a thickness near 10 nm and a coercive field of roughly 1 MV/cm are typical. The one-third field of 1 MV/cm is thus comparable with a usual coercive field; the cell is protected by the shortness of the pulses, not by a threshold.

For a 3 V write the chosen activation field is favourable. In a triangular 1 kHz loop with an amplitude of 3 MV/cm, the model cell switches when $\int dt/t(E)=1$, which happens at about 1.65 MV/cm. To bring this coercive field down to 1 MV/cm at the same $t_0$, $E_a$ would have to be about 10.4 MV/cm. Then $R_2$ would be only about 32, close to the break-even value for the 64 × 64 array, and $R_3$ about 1050. Both lie below the 126 and 4095 pulses of a sweep, so with equal criteria neither scheme would survive one at 3 V. That film would, however, be overdriven, with a write time of only 6.5 ns. By (4) the counts depend only on $t_w/t_0$: written at about 1.74 V, where $E_a/E$ is again 6, it takes 80.7 ns and regains the counts 403 and $1.63\times10^5$. The counts in this text are therefore tied to the ratio $E_a/E=6$, not to the 3 V. Real films are polycrystalline and break the assumption of a single activation field. A relative spread of 8%, used next, lowers the half-voltage count from 403 to 64 and the one-third count from $1.63\times10^5$ to $1.4\times10^4$. The spread in a real film may well be larger.

**Spread.** Let the film consist of independent regions, each of which switches sharply at its own Merz time, with normally distributed activation fields. A 90% write must reach regions with $E_w=19.85$ MV/cm, while a 10% disturb needs only those up to $E_d=16.15$ MV/cm. With write field $E$,

$$
N_k=\exp\left(\frac{kE_d-E_w}{E}\right),\qquad
\frac{N_3}{N_2^2}=\exp\left(\frac{E_w-E_d}{E}\right). \tag{15}
$$

The second expression follows from $(3E_d-E_w)-2(2E_d-E_w)=E_w-E_d$. Here it is $e^{3.7/3}\approx3.4$, so $N_3$ exceeds the square of $N_2$ although both have fallen. For zero spread it returns to 1.

**Built-in field.** Let all writes share one pulse width, set by the polarity that a built-in field of 0.1 MV/cm opposes. Disturb pulses in the other direction are assisted by this field. The write field becomes 2.9 MV/cm and the disturb fields 1.6 and 1.1 MV/cm. Then

$$
N_2=e^{18/1.6-18/2.9}=155,\qquad
N_3=e^{18/1.1-18/2.9}=2.6\times10^4.
$$

**Temperature.** Let the activation field vary as $1/T$, a modelling assumption, with $t_0$ fixed and the pulse width set at 300 K. At 85 °C (358 K) the exponent $E_a/E$ falls from 6 to $6\times300/358.15=5.026$. The counts become $e^{2\times5.026-6}\approx57.5$ and $e^{3\times5.026-6}\approx8.8\times10^3$.

**All three together.** The counts fall to 5.0 and 235. One-third biasing loses the larger factor because its disturb field is lower. Without a built-in field, a reduction $\delta$ of the disturb activation field multiplies $N_k$ by $e^{-k\delta/E}$, and $k$ is larger. A built-in field $b$ that assists the disturb lowers the disturb exponent from $kE_a/E$ to $E_a/(E/k+b)$, that is, by $E_ak^2b/[E(E+kb)]$, which also grows with $k$. Neither scheme now survives a sweep of the 64 × 64 array, which needs 126 and 4095 pulses. The gain in sweeps is only $(235/5.02)(126/4095)\approx1.4$. For these numbers the bias scheme alone does not secure the array; possible remedies are a selector, a much smaller array or, for one-third biasing, a much slower write. At 1.5 V the same three effects leave about 4400 pulses at one third, just enough for a sweep, but the write then takes about 0.3 ms. Under half biasing the count stays near 6 or below for write voltages between 1 and 3.5 V. With these counts, a full sweep is survived only up to 3 × 3 cells under half biasing and 15 × 15 under one-third biasing. Rewriting the cells one at a time more often is no general remedy, because each rewrite disturbs other cells. With checkerboard data, for example, every write adds 64 harmful pulses under half biasing and about 2000 under one-third biasing, but restores only one cell. Nearly as many pulses have the opposite sign, and as before no healing is credited to them.

**Electrical limits.** The write field is 0.75 of a rough breakdown field of 4 MV/cm. This margin is modest, and it says nothing about wear under repeated stress. Thermally assisted tunnelling through an ideal 2 eV barrier, with a mass of 0.3 electron masses, gives about $3\times10^{-8}$ A/cm². During one write it carries some $6\times10^{-11}$ of an assumed switched charge of 40 µC/cm². Leakage through traps and image-force lowering of the barrier are left out, so this is not an estimate of the total leakage. The value is also very sensitive to the assumed inputs. It uses the free electron mass for the electrode supply, and the barrier mass there would lower it to about $8\times10^{-9}$ A/cm². A barrier mass of 0.15 raises it to about $10^{-3}$ A/cm², and a 1.8 eV barrier to about $5\times10^{-6}$ A/cm².

For cells of side 100 nm, relative permittivity 30 and a line resistance of 5 ohm per cell, a line charges in about 5 ps, against a write time of 81 ns. Averaged over the write pulse, the switching current drops about 16 µV along one line, or 32 µV along row and column together for the farthest cell. Driver resistance and stray line capacitance are left out. With these inputs, line delay and this resistive drop are negligible beside the spread, the built-in field and the temperature. The numerical output below lists the inputs and the main results.

## Computed results

```
Film thickness: 10 nm; write: 3 V
Activation field: 18 MV/cm; t0: 0.2 ns
Write field: 3.00 MV/cm
Half, third field: 1.50, 1.00 MV/cm
Half bias, cell voltages (V): [1.5 1.5 0. ]
Third bias, cell voltages (V): [ 1.  1. -1.]
Optimal rows, columns, largest disturb (V): [1. 2. 1.]
Ea/E at write: 6.000
Write time: 80.69 ns
Half-voltage disturb time: 32.55 us
Third-voltage disturb time: 13.13 ms
Ratio R2 (half): 403.43
Ratio R3 (third): 1.6275e+05
Simulated pulses, half and third: 404, 162755
Criterion ratio c (10 % against 90 %): 0.1734
Pulses with these criteria: 70, 28221
Loss of switched fraction per gap: 1e-04
With loss, half-voltage pulses: 410
With loss, third: f = 0.0158 after 325509 pulses
Squared exponent: ln R3/ln R2 = 2.6667
Squared exponent: ln R2, ln R3 = 18.0, 48.0
Array: 64 x 64 cells
Harmful pulses per sweep, half, third: 126, 4095
Sweeps survived, half, third: 3.20, 39.74
Gain in sweeps: 12.41; break-even R2: 32.5
Relative spread of Ea (standard deviation): 0.08
Ea at 10 % and 90 %: 16.15, 19.85 MV/cm
Pulses tolerated below: half voltage, third voltage
  spread of Ea: 63.7, 1.39e+04
  built-in field 0.1 MV/cm: 155.0, 2.576e+04
  at 358.15 K, pulse set at 300 K: 57.5, 8756
  all three: 5.02, 234.7
Rough breakdown field: 4.0 MV/cm
Write field / breakdown field: 0.75
Barrier: 2.0 eV; mass: 0.3 electron masses
Tunnel current density at write: 2.75e-08 A/cm2
Switched charge: 40 uC/cm2
Tunnelled / switched charge per write: 5.5e-11
Cell side: 100 nm; permittivity: 30
Line resistance per cell: 5 ohm
Line charging time: 5.44 ps
Resistive drop from switching current: 15.9 uV
```
